Wood's formula and slow sound in water with one percent air

**Problem.** Water at 20 °C and 1 atm contains one percent of air by volume, as small bubbles spread evenly through it. Find the speed of low-frequency sound, and explain how it compares with the speeds in water and in air.

Take these rough typical values: for water, density ρ_l = 998.0 kg/m³ and sound speed c_l = 1482 m/s; for air, density ρ_g = 1.204 kg/m³, heat capacity ratio γ = 1.40 and sound speed c_g = 343.3 m/s. The air fraction is φ = 0.01.

**A tempting solution**

Of every metre of path, a length φ lies in air and 1 − φ in water. Adding the travel times gives

1/c = φ/c_g + (1 − φ)/c_l
= 0.01/343.3 + 0.99/1482 = 6.97 × 10⁻⁴ s/m,

so c ≈ 1434 m/s. The answer lies between the two pure speeds, as an average must, and one percent of air seems to matter little.

**Where it fails**

The picture can be tested on its own ground: flat layers of air and water, repeated with period d and crossed at right angles. Within one layer of thickness h, the pressure change p′ and velocity u are sums of a forward and a backward wave,

p′ = A e^(−ikx) + B e^(ikx), u = (A e^(−ikx) − B e^(ikx))/Z,

with time factor e^(iωt), k = ω/c and impedance Z = ρc for that material. Eliminating A and B, with α = kh, relates the two faces:

p′(0) = p′(h) cos α + iZ u(h) sin α
u(0) = (i/Z) p′(h) sin α + u(h) cos α.

Both p′ and u are continuous at an interface, so one period is described by the product of two such matrices. Each has determinant 1. A wave that gains the phase qd per period therefore has eigenvalues e^(iqd) and e^(−iqd), whose sum is the trace of the product. With α for air and β for water,

2 cos(qd) = 2 cos α cos β − (Z_g/Z_l + Z_l/Z_g) sin α sin β.

If the period is much shorter than the wavelength in the layered medium itself, so that qd is small, expand both sides to second order and multiply by −1 after cancelling the constant 2:

(qd)² = α² + β² + (Z_g/Z_l + Z_l/Z_g) αβ.

If the impedances were equal, the bracket would be 2 and qd = α + β, which is the addition of travel times. But Z_l/Z_g = (998.0 × 1482)/(1.204 × 343.3) ≈ 3600. The tempting solution drops the reflections at the interfaces, and here they dominate.

To see what replaces it, insert α = ωφd/c_g and β = ω(1 − φ)d/c_l. Define the compressibility of each material as κ = 1/(ρc²). Then

α² = ω²d² φ² ρ_gκ_g
β² = ω²d² (1 − φ)² ρ_lκ_l
αβ Z_g/Z_l = ω²d² φ(1 − φ) ρ_gκ_l
αβ Z_l/Z_g = ω²d² φ(1 − φ) ρ_lκ_g.

The four terms factorize:

(q/ω)² = [φρ_g + (1 − φ)ρ_l] [φκ_g + (1 − φ)κ_l].

Densities and compressibilities are averaged, not speeds or travel times.

**The right solution: Wood's formula**

The same result follows for bubbles without assuming layers. Four conditions are needed: the wavelength is much longer than the bubble spacing; the frequency is far below the bubble resonance, so that gas and water share the same pressure change; the bubbles move with the water; and the mass of gas in them stays fixed.

For a small disturbance, Newton's law for a slab of mixture is

ρ ∂u/∂t = −∂p′/∂x.

The slab's fractional rate of expansion is ∂u/∂x. With κ = −(1/V) dV/dp, this gives

∂u/∂x = −κ ∂p′/∂t.

Differentiate the first equation with respect to x and the second with respect to t, then eliminate u:

∂²p′/∂x² = ρκ ∂²p′/∂t², hence c = 1/√(ρκ).

Masses add, so ρ = φρ_g + (1 − φ)ρ_l. Volume changes under a common pressure also add:

−dV/dp = V_gκ_g + V_lκ_l.

Dividing by V gives κ = φκ_g + (1 − φ)κ_l. This is Wood's formula.

For water, κ_l = 1/(ρ_lc_l²) = 0.4562 GPa⁻¹. The gas value depends on heat flow. If no heat leaves the bubble, pV^γ is constant and κ_g = 1/(γp) = 7049.5 GPa⁻¹. If the water holds the gas at constant temperature, pV is constant and κ_g = 1/p = 9869.2 GPa⁻¹.

The density is

ρ = 0.01 × 1.204 + 0.99 × 998.0 = 988.03 kg/m³.

For adiabatic bubbles,

κ = 0.01 × 7049.5 + 0.99 × 0.4562 = 70.95 GPa⁻¹
c = 1/√(988.03 × 70.95 × 10⁻⁹) = 119.4 m/s.

For isothermal bubbles,

κ = 0.01 × 9869.2 + 0.99 × 0.4562 = 99.14 GPa⁻¹
c = 1/√(988.03 × 99.14 × 10⁻⁹) = 101.0 m/s.

As a test of the adiabatic value, the full layer equation, without the thin-layer expansion, was evaluated at 100 Hz for a period of 1 mm containing one percent air. The air layer is given the adiabatic speed c_g by assumption (a real layer 10 µm thick would be isothermal at this frequency and give 101.0 m/s), so this checks the algebra and not the heat flow. The equation gives 119.44 m/s, in agreement with Wood's formula.

**Which value is the low-frequency one?**

Consider a bubble of radius a whose wall stays at the water temperature. The pressure inside is uniform. For an ideal gas, the heat received per unit volume is ρ_gc_p dT − dp, so the temperature change θ obeys

iωθ − D∇²θ = iωp′/(ρ_gc_p),

where D is the thermal diffusivity of air. The solution that is finite at the centre and zero at the wall is

θ = [p′/(ρ_gc_p)] [1 − a sinh(sr)/(r sinh(sa))], s² = iω/D.

It satisfies the equation because ∇²[sinh(sr)/r] = s² sinh(sr)/r. Write x = sa. The volume average of the second term in the bracket is

F = [3/(a² sinh x)] ∫₀ᵃ r sinh(sr) dr = 3(x coth x − 1)/x².

At fixed gas mass, the fractional volume loss equals the average fractional density rise, p′/p − ⟨θ⟩/T. Since ρ_gc_pT = γp/(γ − 1),

κ_g = (1/p) {1 − [(γ − 1)/γ](1 − F)}.

For small |x|, F → 1 and κ_g → 1/p. For large |x|, F ≈ 3/x → 0 and κ_g → 1/(γp). In between, κ_g is complex, because heat flow lags behind pressure and damps the wave; the phase speed is then 1/Re√(ρκ).

With D = 2.1 × 10⁻⁵ m²/s and a frequency of 100 Hz, two bubble sizes give:

- a = 0.1 mm: |x|² = ωa²/D = 0.30 and c = 101.0 m/s, practically isothermal.
- a = 2 mm: |x|² = 120 and c = 115.0 m/s, nearer the adiabatic value but still below it. This figure assumes that the bubbles move with the water; bubbles this large slip almost freely, and slip together with bubble inertia raises it to about 116 m/s.

Lowering the frequency at fixed radius always reduces |x|. The low-frequency answer at fixed gas mass is therefore **c ≈ 101 m/s**. The adiabatic value, **c ≈ 119 m/s**, is what one obtains by using the sound speed of free air in Wood's formula. Within this model it is approached from below by bubbles large enough that ωa²/D ≫ 1, provided that the frequency is still far below their resonance. Real bubbles of that size no longer move with the water, because the kinematic viscosity of water, about 1 × 10⁻⁶ m²/s, is much smaller than D; their nearly free slip raises the speed by about 1 % (see the rinse tank below) and the limit to about 120.6 m/s. At 100 Hz the two conditions compete, and the speed stays below about 117.5 m/s for any radius below resonance.

**Why the mixture is slower than either phase**

Sound speed depends on two properties: inertia, which slows the wave, and stiffness, which speeds it up. The mixture takes its inertia from the water, which carries 99.999 % of the mass. It takes its softness from the air, which supplies 99.4 % of the compressibility in the adiabatic case.

Compare the adiabatic mixture with each phase in turn.

- Relative to water, the density is multiplied by 0.99 and the compressibility by 155.5. The speed falls by √(0.99 × 155.5) ≈ 12.41, and 1482/12.41 ≈ 119 m/s.
- Relative to air, the density rises by a factor of 820.7 while the compressibility falls by a factor of 99.36. The speed falls by √(820.7/99.36) ≈ 2.874, and 343.3/2.874 ≈ 119 m/s.

Isothermal bubbles are softer still, so the conclusion holds for them too.

Neglecting the mass of the air and the compressibility of the water leaves

c ≈ √{np/[ρ_lφ(1 − φ)]},

with n = γ for adiabatic and n = 1 for isothermal bubbles. This gives 119.8 and 101.3 m/s, within 0.4 % of the full results. The density of the air has dropped out: the bubbles act as springs, and the water as the load.

**How much air is needed?**

The mixture is not slower than both phases at every composition. Put A = ρ_gκ_g, B = ρ_lκ_l and M = ρ_gκ_l + ρ_lκ_g, with adiabatic κ_g so that A = 1/c_g². Then

1/c² − 1/c_g² = φ²A + φ(1 − φ)M + (1 − φ)²B − A.

Since φ² − 1 = −(1 − φ)(1 + φ), a factor 1 − φ comes out:

1/c² − 1/c_g² = (1 − φ)[φ(M − A − B) − (A − B)].

Also, M − A − B = (ρ_l − ρ_g)(κ_g − κ_l), which is positive. The mixture is therefore slower than air when φ lies between 1 and

φ* = (ρ_gκ_g − ρ_lκ_l)/[(ρ_l − ρ_g)(κ_g − κ_l)] = 0.114 %.

Air is itself slower than water, so above φ* the mixture is slower than both. One percent is almost nine times this threshold. Below φ*, the adiabatic speed lies between those of air and water. Isothermal bubbles are softer, and their mixture already falls below c_g at φ ≈ 0.082 %.

The slowest mixture has the largest product ρκ. Setting its derivative with respect to φ to zero,

(κ_g − κ_l)[ρ_l − φ(ρ_l − ρ_g)] − (ρ_l − ρ_g)[κ_l + φ(κ_g − κ_l)] = 0,

and dividing by (ρ_l − ρ_g)(κ_g − κ_l) gives

φ = ½[ρ_l/(ρ_l − ρ_g) − κ_l/(κ_g − κ_l)] = 50.06 %.

The adiabatic formula then gives 23.8 m/s. At such a high air content, separate small bubbles are no longer a safe picture, so this number describes the formula rather than a particular froth.

**The upper frequency limit**

When a bubble wall moves outward by ξ, the surrounding water moves at ξ̇a²/r². Its kinetic energy is

½ρ_l ∫ₐ^∞ (ξ̇a²/r²)² 4πr² dr = 2πρ_la³ξ̇²,

so the effective mass is 4πρ_la³. For adiabatic gas, the pressure falls by 3γpξ/a. Acting on the area 4πa², this gives a stiffness of 12πγpa. The resonance frequency is therefore

f₀ = [1/(2πa)] √(3γp/ρ_l).

This is 32.9 kHz for a = 0.1 mm and 1.64 kHz for a = 2 mm. Together, heat flow and surface tension lower these values by about 4 % and 1 %, respectively. Driving this oscillator at frequency f multiplies its static response by 1/(1 − f²/f₀²). At 100 Hz, the factor is negligibly different from 1 for the smaller bubble and about 1.004 for the larger. In a 40 kHz ultrasonic bath, the smaller bubble is driven above resonance, where the factor is negative: the bubble expands when the pressure rises. Wood's formula cannot be used there.

**A real rinse tank**

One percent is the posed air content; a real tank may hold much less or more, depending on how air enters it. This can matter greatly, since c varies roughly as 1/√φ near one percent. The other corrections below are for 0.1 mm bubbles at 100 Hz, relative to the isothermal 101.0 m/s, with the rest of the model held fixed.

Surface tension σ and vapour pressure p_v change the air pressure in the bubble to P = p − p_v + 2σ/a. At constant temperature, dP = −P dV/V. The definition of P also gives dP = dp − (2σ/3a) dV/V, because da/a = dV/(3V). Equating the two,

κ_g = 1/[p − p_v + 4σ/(3a)].

With σ = 0.073 N/m alone, the speed rises by 0.5 %; with p_v = 2300 Pa alone, it falls by 1.1 %.

Light bubbles can also move ahead of the water. To estimate this without viscosity, surround a massless bubble by a water shell of outer radius b, with φ = a³/b³, inside a uniform medium of effective density ρ_e. The pressure is (Hr + C/r²) cos ϑ in the shell and Gr cos ϑ outside. It must vanish at the bubble, so C = −Ha³. Continuity of pressure and of radial acceleration at b gives

H(1 − φ) = G, H(1 + 2φ)/ρ_l = G/ρ_e,

and hence ρ_e = ρ_l(1 − φ)/(1 + 2φ). Without viscosity the speed would rise by 1.0 %. Viscous drag opposes the slip, and for bubbles this small at 100 Hz it removes most of that rise.

Depth has a larger effect. At 0.5 m the water pressure is higher, and the same mass of gas occupies less volume and is stiffer. Both φ and κ_g vary roughly as 1/p, so c grows nearly in proportion to p. The result is 105.8 m/s, a rise of 4.8 %.

Flexible walls break the assumption of an unconfined mixture. For a plane wave along a duct, a wall that yields by a fraction κ_w of the volume per unit pressure replaces κ by κ + κ_w, and lowers the speed by a fraction of about κ_w/(2κ) when κ_w is small. Finally, gas must not have time to dissolve and return appreciably within a cycle. At much lower frequencies this exchange adds further compliance, and the fixed-mass value of 101 m/s no longer applies.

The numerical check computes the main values used here.

Numbers as computed

```
temperature: 293.15 K
pressure: 101325 Pa
air volume fraction: 0.01
water density: 998.0 kg/m3
water sound speed: 1482 m/s
air heat capacity ratio: 1.40
air molar mass: 0.02896 kg/mol
air density: 1.204 kg/m3
air sound speed: 343.3 m/s
water compressibility: 0.4562 1/GPa
air compressibility, adiabatic: 7049.5 1/GPa
air compressibility, isothermal: 9869.2 1/GPa
mixture density: 988.03 kg/m3
mixture compressibility, adiabatic: 70.95 1/GPa
mixture compressibility, isothermal: 99.14 1/GPa
Wood speed, adiabatic: 119.44 m/s
Wood speed, isothermal: 101.04 m/s
layered-medium speed, adiabatic: 119.44 m/s
simple formula, adiabatic: 119.82 m/s
simple formula, isothermal: 101.27 m/s
water share of mass: 99.9988 %
air share of compliance, adiabatic: 99.36 %
density ratio mixture/water: 0.99
compressibility ratio mixture/water, adiabatic: 155.5
density ratio mixture/air: 820.7
compressibility ratio air/mixture, adiabatic: 99.36
threshold air fraction, adiabatic: 0.1143 %
air fraction of slowest mixture: 50.06 %
slowest speed, adiabatic: 23.83 m/s
sound frequency: 100 Hz
thermal diffusivity of air: 2.1e-05 m2/s
small bubble radius: 0.1 mm
small bubble omega*a^2/D: 0.2992
small bubble phase speed: 101.04 m/s
small bubble resonance: 32.87 kHz
large bubble radius: 2 mm
large bubble omega*a^2/D: 119.7
large bubble phase speed: 115.03 m/s
large bubble resonance: 1.643 kHz
ultrasonic bath frequency: 40 kHz
small bubble spacing: 0.7482 mm
wavelength, isothermal: 1.01 m
surface tension: 0.073 N/m
vapour pressure: 2300 Pa
depth in tank: 0.5 m
speed shift, surface tension: +0.477 %
speed shift, water vapour: -1.136 %
speed shift, free slip (upper estimate): +0.990 %
speed shift, bubble inertia: -0.000 %
speed shift, gas dissolving (estimate): -0.053 %
speed shift, depth, same gas mass: +4.758 %
speed at that depth, isothermal: 105.84 m/s
```
